# Solving the BCS Gap Equation by Fixed-Point and Newton Iteration: a program that tests the result

```python
"""BCS gap equation solved by fixed-point iteration and by Newton's method.

Result under test: for the map F(D) = D*K(D^2), with
    K(y) = g * integral_0^W tanh(E/(2 theta))/E dxi,  E = sqrt(xi^2 + y),
D = 0 is unstable below Tc, the positive fixed point is attracting with a
contraction factor lam = 1 + 2 y K'(y) that tends to 1 at Tc, and Newton's
method for K(y) = 1 started at y = 0 converges monotonically.
Symbols: D gap (eV), y = D^2, theta = k_B T (eV), W pairing cutoff (eV),
g = N(0)V dimensionless coupling, t = T/Tc.
"""
from functools import lru_cache
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import zeta

g = 0.3
W = 0.03
GL_X, GL_W = np.polynomial.legendre.leggauss(100)
PAIR_X, PAIR_W = np.polynomial.legendre.leggauss(300)


@lru_cache(maxsize=None)
def energy_grid(theta):
    """Gauss nodes in u with xi = theta*sinh(u), covering 0 < xi < W."""
    umax = np.arcsinh(W / theta)
    u = 0.5 * umax * (GL_X + 1)
    return theta * np.sinh(u), 0.5 * umax * GL_W * theta * np.cosh(u)


def K(y, theta):
    xi, w = energy_grid(theta)
    E = np.sqrt(xi * xi + y)
    return g * np.dot(w, np.tanh(E / (2 * theta)) / E)


def K_slope(y, theta):
    """dK/dy; a power series replaces the cancelling form at small E."""
    xi, w = energy_grid(theta)
    x = np.sqrt(xi * xi + y) / (2 * theta)
    s = x * x
    series = -1/3 + 4*s/15 - 17*s**2/105 + 248*s**3/2835
    direct = (x / np.cosh(x)**2 - np.tanh(x)) / (2 * x**3)
    return g * np.dot(w, np.where(x < 0.03, series, direct)) / (8 * theta**3)


def F(D, theta):
    return D * K(D * D, theta)


def pair_map(D, theta):
    """New gap from thermal pair amplitudes of diagonalized 4-state problems.

    Basis: empty, up, down, pair. No tanh formula is used here.
    """
    xi = W * PAIR_X
    H = np.zeros((len(xi), 4, 4))
    H[:, 1, 1] = H[:, 2, 2] = xi
    H[:, 3, 3] = 2 * xi
    H[:, 0, 3] = H[:, 3, 0] = -D
    e, v = np.linalg.eigh(H)
    p = np.exp(-(e - e[:, :1]) / theta)
    p /= p.sum(axis=1, keepdims=True)
    amplitude = np.sum(p * v[:, 0, :] * v[:, 3, :], axis=1)
    return g * W * np.dot(PAIR_W, amplitude)


def newton(theta, y=0.0):
    """Newton iterates for K(y) = 1."""
    ys = [y]
    for _ in range(60):
        step = (1 - K(y, theta)) / K_slope(y, theta)
        y += step
        ys.append(y)
        if abs(step) < 1e-9 * y:
            return np.array(ys)
    raise RuntimeError("Newton iteration did not converge")


def contraction(D, theta):
    return 1 + 2 * D * D * K_slope(D * D, theta)


# Critical temperature and zero-temperature limit
theta_c = brentq(lambda th: K(0.0, th) - 1, 1e-4, 1e-2,
                 xtol=1e-18, rtol=1e-14)
theta_c_weak = 2 * np.exp(np.euler_gamma) / np.pi * W * np.exp(-1 / g)
assert abs(theta_c / theta_c_weak - 1) < 1e-8
D0 = W / np.sinh(1 / g)
cold = 0.05 * theta_c
D_cold = np.sqrt(newton(cold)[-1])
lam_zero = 1 - g * np.tanh(1 / g)
assert abs(D_cold / D0 - 1) < 1e-9
assert abs(contraction(D_cold, cold) - lam_zero) < 1e-9

# Partial fractions behind the monotonic decrease and convexity of K(y)
E_test = 1.7 * theta_c
omega = (2 * np.arange(200000) + 1) * np.pi * theta_c
fractions = 4 * theta_c * np.sum(1 / (E_test**2 + omega**2))
assert abs(fractions * E_test / np.tanh(E_test / (2*theta_c)) - 1) < 5e-6

print(f"coupling g = {g:.2f}")
print(f"cutoff W = {W:.3f} eV")
print(f"k_B Tc = {theta_c:.6e} eV")
print(f"Tc = {theta_c * constants.e / constants.k:.3f} K")
print(f"gap at T=0: {D0:.6e} eV")
print(f"gap(0)/(k_B Tc) = {D0 / theta_c:.4f}")
print(f"contraction factor at T=0: {lam_zero:.5f}")

# Gap, both slopes and step counts over temperature
print("fixed-point start: gap at T=0; Newton start: y=0")
print("step counts are for relative gap error 1e-8")
print("T/Tc   gap(eV)      F'(0)    lambda   near-Tc law  N_fix N_Newton")
for t in (0.2, 0.5, 0.9, 0.99, 0.999):
    th = t * theta_c
    ys = newton(th)
    D = np.sqrt(ys[-1])
    assert np.all(np.diff(ys) > -1e-9 * ys[-1])
    assert abs(pair_map(D, th) / D - 1) < 1e-10
    lam = contraction(D, th)
    h = 1e-4 * D
    measured = (pair_map(D + h, th) - pair_map(D - h, th)) / (2 * h)
    assert abs(measured - lam) < 1e-6 and 0 < lam < 1
    law = 1 - 2 * g * (1 - t)
    if t >= 0.99:
        assert abs((1 - lam) / (1 - law) - 1) < 0.5 * (1 - t)
    n_newton = int(np.argmax(np.abs(np.sqrt(ys) / D - 1) < 1e-8))
    assert n_newton <= 12
    d, n, n_coarse = D0, 0, None
    while abs(d / D - 1) >= 1e-8:
        if n_coarse is None and abs(d / D - 1) < 1e-4:
            n_coarse = n
        d = F(d, th)
        n += 1
        assert n < 200000
    if n_coarse is not None:
        predicted = np.log(1e4) / -np.log(lam)
        assert abs(n - n_coarse - predicted) < 2 + 0.01 * predicted
    print(f"{t:5.3f}  {D:.5e}  {K(0.0, th):.5f}  {lam:.6f}  "
          f"{law:.6f}  {n:6d}  {n_newton:3d}")

# Growth or decay of a tiny seed; exact zero never moves
for t in (0.5, 0.9, 1.1):
    th = t * theta_c
    seed = d = 1e-9 * theta_c
    for _ in range(20):
        d = F(d, th)
    factor = (d / seed)**(1 / 20)
    assert abs(factor - (1 + g * np.log(1 / t))) < 1e-7
    assert (factor > 1) == (t < 1)
    assert F(0.0, th) == 0.0
    print(f"seed factor per step at T/Tc={t:.1f}: {factor:.6f}")

# Monotone convergence from far below and far above the gap
th = 0.5 * theta_c
D = np.sqrt(newton(th)[-1])
for start in (1e-3 * D, 10 * D):
    d, side = start, np.sign(D - start)
    while abs(d / D - 1) > 1e-10:
        new = F(d, th)
        assert side * (new - d) > 0 and side * (D - new) > -1e-13 * D
        d = new

# Quadratic error law of Newton's method
y_star = D * D
y_start = 0.999 * y_star
y_next = y_start + (1 - K(y_start, th)) / K_slope(y_start, th)
dy = 1e-3 * y_star
curvature = (K_slope(y_star+dy, th) - K_slope(y_star-dy, th)) / (2*dy)
coefficient = curvature / (2 * K_slope(y_star, th))
measured = (y_next - y_star) / (y_start - y_star)**2
assert abs(measured / coefficient - 1) < 1e-2
print(f"Newton y*K''/(2K') at T/Tc=0.5: {coefficient * y_star:.5f}")

# Successive iterates at T/Tc = 0.9
th = 0.9 * theta_c
ys = newton(th)
D = np.sqrt(ys[-1])
print("iterates at T/Tc=0.9: n, fixed-point gap (eV), Newton gap (eV)")
d = D0
for n in range(min(6, len(ys))):
    print(f"{n:d}  {d:.9e}  {np.sqrt(ys[n]):.9e}")
    d = F(d, th)

# Newton applied to F(D)-D retains the trivial root
for fraction, target in ((0.3, 0.0), (0.8, 1.0)):
    d = fraction * D
    for _ in range(15):
        k = K(d * d, th) - 1
        d -= d * k / (k + 2 * d * d * K_slope(d * d, th))
    assert abs(d / D - target) < 1e-10
    print(f"Newton on F(D)-D, start {fraction:.1f} gap: "
          f"end/gap = {abs(d / D):.6f}")

# Basin edge of the trivial root close to Tc, found by bisection
th = 0.999 * theta_c
D = np.sqrt(newton(th)[-1])


def newton_reversal(r):
    """Zero when one Newton step for F(D)-D sends D to -D."""
    y = (r * D)**2
    k = K(y, th) - 1
    return 2 - k / (k + 2 * y * K_slope(y, th))


edge = brentq(newton_reversal, 0.3, 0.5)
assert abs(edge - 1 / np.sqrt(5)) < 1e-3
print(f"trivial-root basin edge/gap at T/Tc=0.999: {edge:.5f}")

# A small step can hide a much larger error
th = 0.99 * theta_c
D = np.sqrt(newton(th)[-1])
lam = contraction(D, th)
d = D0
while True:
    new = F(d, th)
    step = abs(new - d) / D
    d = new
    if step < 1e-6:
        break
error = abs(d / D - 1)
assert abs(error / (step * lam / (1 - lam)) - 1) < 0.02
print(f"at T/Tc=0.99: last relative step = {step:.4e}")
print(f"at T/Tc=0.99: true relative error = {error:.4e}")

# Small-gap coefficient and algebraic decay exactly at Tc
c = -K_slope(0.0, theta_c)
c_formula = g * (7*zeta(3)/(8*np.pi**2*theta_c**2) - 1/(4*W**2))
assert abs(c / c_formula - 1) < 1e-7
d = D0
for n in range(1, 2001):
    d = F(d, theta_c)
    if n == 1000:
        d_1000 = d
growth = (1 / d**2 - 1 / d_1000**2) / 1000
assert abs(growth / (2 * c) - 1) < 2e-3
print(f"c at Tc = {c:.5e} eV^-2")
print(f"growth of 1/gap^2 per step at Tc = {growth:.5e} eV^-2")
print(f"gap after 1000 steps at Tc = {d_1000:.5e} eV")
print(f"gap after 2000 steps at Tc = {d:.5e} eV")
print("tests ok")
```

Output:

```
coupling g = 0.30
cutoff W = 0.030 eV
k_B Tc = 1.213486e-03 eV
Tc = 14.082 K
gap at T=0: 2.143167e-03 eV
gap(0)/(k_B Tc) = 1.7661
contraction factor at T=0: 0.70076
fixed-point start: gap at T=0; Newton start: y=0
step counts are for relative gap error 1e-8
T/Tc   gap(eV)      F'(0)    lambda   near-Tc law  N_fix N_Newton
0.200  2.14291e-03  1.48283  0.701103  0.520000      27    6
0.500  2.05102e-03  1.20794  0.750292  0.700000      54    5
0.900  1.12864e-03  1.03161  0.941245  0.940000     288    3
0.990  3.70905e-04  1.00302  0.994011  0.994000    2948    3
0.999  1.17727e-04  1.00030  0.999400  0.999400   29540    2
seed factor per step at T/Tc=0.5: 1.207944
seed factor per step at T/Tc=0.9: 1.031608
seed factor per step at T/Tc=1.1: 0.971407
Newton y*K''/(2K') at T/Tc=0.5: -0.36143
iterates at T/Tc=0.9: n, fixed-point gap (eV), Newton gap (eV)
0  2.143167068e-03  0.000000000e+00
1  2.003772003e-03  1.087616100e-03
2  1.893306851e-03  1.128434284e-03
3  1.803550389e-03  1.128635107e-03
4  1.729165195e-03  1.128635112e-03
5  1.666527622e-03  1.128635112e-03
Newton on F(D)-D, start 0.3 gap: end/gap = 0.000000
Newton on F(D)-D, start 0.8 gap: end/gap = 1.000000
trivial-root basin edge/gap at T/Tc=0.999: 0.44712
at T/Tc=0.99: last relative step = 9.9412e-07
at T/Tc=0.99: true relative error = 1.6496e-04
c at Tc = 2.16279e+04 eV^-2
growth of 1/gap^2 per step at Tc = 4.32441e+04 eV^-2
gap after 1000 steps at Tc = 1.51824e-04 eV
gap after 2000 steps at Tc = 1.07442e-04 eV
tests ok
```
